# Chirality-split magnons and electronic spin splitting in a checkerboard altermagnet: a program that tests the result

```python
"""Chirality-split magnons of a checkerboard altermagnet.

Result under test: with A spins up and B spins down, the two magnon branches
    w_alpha, w_beta = sqrt(M^2 - C^2) +/- (A - B)/2
differ by 2 S (Ja - Jb) f, with f = cos(kx a) - cos(ky a), and the electronic
spin splitting on the same lattice is f times a function of fixed sign and
full fourfold symmetry.

Symbols: a cell side; S spin length; J1 exchange on A-B bonds; Ja, Jb exchange
on A-A bonds along x, y (exchanged on B-B bonds); A, B, C coefficients of the
quadratic boson Hamiltonian, M = (A + B)/2; t1, ta, tb hoppings on the same
bonds (amplitude -t); Delta staggered field seen by the electrons.
Each bond is counted once and hbar = 1. Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy.constants import e, h
from scipy.linalg import eigh_tridiagonal

a, S = 4.0, 1.0
J1, Ja, Jb = 0.020, -0.006, -0.002
t1, ta, tb, Delta = 0.30, 0.12, 0.04, 1.0
L = 6                      # cells along each side of the torus
CELLS = L * L


def site(x, y, sublattice):
    return (x % L) * L + y % L + sublattice * CELLS


positions = np.array([[x + s / 2, y + s / 2] for s in (0, 1)
                      for x in range(L) for y in range(L)]) * a


def bond_matrix(c1, ca, cb):
    """Symmetric matrix of couplings, built bond by bond in real space."""
    W = np.zeros((2 * CELLS, 2 * CELLS))

    def add(i, j, value):
        W[i, j] += value
        W[j, i] += value

    for x in range(L):
        for y in range(L):
            for dx in (0, -1):
                for dy in (0, -1):
                    add(site(x, y, 0), site(x + dx, y + dy, 1), c1)
            add(site(x, y, 0), site(x + 1, y, 0), ca)
            add(site(x, y, 0), site(x, y + 1, 0), cb)
            add(site(x, y, 1), site(x + 1, y, 1), cb)
            add(site(x, y, 1), site(x, y + 1, 1), ca)
    return W


def bloch_levels(matrix):
    """Eigenvalues of a real-space matrix in each plane-wave subspace."""
    levels = np.zeros((L, L, 2))
    for nx in range(L):
        for ny in range(L):
            k = 2 * np.pi / (L * a) * np.array([nx, ny])
            wave = np.exp(1j * positions @ k) / L
            P = np.zeros((2 * CELLS, 2), complex)
            P[:CELLS, 0], P[CELLS:, 1] = wave[:CELLS], wave[CELLS:]
            small = P.conj().T @ matrix @ P
            assert np.abs(matrix @ P - P @ small).max() < 1e-12
            values = np.linalg.eigvals(small)
            assert np.abs(values.imag).max() < 1e-7  # double zero at k = 0
            levels[nx, ny] = np.sort(values.real)
    return levels


def torque_frequencies(c1, ca, cb):
    """Signed frequencies nu of S^x + i S^y ~ exp(-i nu t) about the Neel
    state, from numerical differentiation of dS_i/dt = h_i x S_i."""
    J = bond_matrix(c1, ca, cb)
    neel = np.zeros((2 * CELLS, 3))
    neel[:CELLS, 2], neel[CELLS:, 2] = S, -S
    step = 0.1             # the torque is bilinear: central difference exact
    D = np.zeros((2 * CELLS, 2 * CELLS), complex)
    for i in range(2 * CELLS):
        rates = []
        for sign in (1, -1):
            spins = neel.copy()
            spins[i, 0] += sign * step
            rates.append(np.cross(J @ spins, spins))
        change = (rates[0] - rates[1]) / (2 * step)
        D[:, i] = change[:, 0] + 1j * change[:, 1]
    return bloch_levels(1j * D)


def boson_coefficients(kx, ky):
    """kx, ky in units of 1/a."""
    ux, uy = 1 - np.cos(kx), 1 - np.cos(ky)
    A = 4 * J1 * S - 2 * S * (Ja * ux + Jb * uy)
    B = 4 * J1 * S - 2 * S * (Jb * ux + Ja * uy)
    C = 4 * J1 * S * np.cos(kx / 2) * np.cos(ky / 2)
    return A, B, C


def branches(kx, ky):
    A, B, C = boson_coefficients(kx, ky)
    root = np.sqrt(np.maximum(((A + B) / 2)**2 - C**2, 0))
    return root + (A - B) / 2, root - (A - B) / 2


def form_factor(kx, ky):
    return np.cos(kx) - np.cos(ky)


def electron_splitting(kx, ky, field):
    """Lower-band energy of spin up minus spin down."""
    d = -(ta - tb) * form_factor(kx, ky)
    g = 4 * t1 * np.cos(kx / 2) * np.cos(ky / 2)
    R_up, R_down = np.hypot(g, d - field), np.hypot(g, d + field)
    return 4 * d * field / (R_up + R_down)


n = np.arange(L)
KX, KY = np.meshgrid(2 * np.pi * n / L, 2 * np.pi * n / L, indexing="ij")
f = form_factor(KX, KY)

# Magnon branches and chirality from real-space spin dynamics
nu = torque_frequencies(J1, Ja, Jb)
alpha_num, beta_num = nu[..., 1], -nu[..., 0]
alpha, beta = branches(KX, KY)
assert np.allclose(alpha_num, alpha, rtol=0, atol=1e-7)
assert np.allclose(beta_num, beta, rtol=0, atol=1e-7)
magnon_split = alpha_num - beta_num
assert np.allclose(magnon_split, 2 * S * (Ja - Jb) * f, rtol=0, atol=1e-10)
largest = 4 * S * abs(Ja - Jb)
assert abs(np.abs(magnon_split).max() - largest) < 1e-10

# Controls: equal exchanges remove the splitting; J1 does not enter it
nu_equal = torque_frequencies(J1, Ja, Ja)
equal_split = np.abs(nu_equal.sum(axis=-1)).max()
assert equal_split < 1e-10
nu_other = torque_frequencies(2 * J1, Ja, Jb)
assert np.allclose(nu_other.sum(axis=-1), magnon_split, rtol=0, atol=1e-10)
assert np.abs(nu_other - nu).max() > 0.01

# Stability on a fine grid that avoids the zero mode at k = 0
q = 2 * np.pi * (np.arange(64) + 0.5) / 64
QX, QY = np.meshgrid(q, q, indexing="ij")
assert min(w.min() for w in branches(QX, QY)) > 0


# Magnon energy and spin from boson number sectors n_a - n_b = difference
def sector_ground(A, B, C, difference, size=200):
    pairs = np.arange(size)
    na, nb = pairs + max(difference, 0), pairs + max(-difference, 0)
    off = C * np.sqrt((na[:-1] + 1.0) * (nb[:-1] + 1.0))
    return eigh_tridiagonal(A * na + B * nb, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


P_A, P_B, P_C = boson_coefficients(KX[2, 0], KY[2, 0])
E_vac = sector_ground(P_A, P_B, P_C, 0)
E_minus = sector_ground(P_A, P_B, P_C, 1) - E_vac    # S^z changes by -1
E_plus = sector_ground(P_A, P_B, P_C, -1) - E_vac    # S^z changes by +1
assert abs(E_minus - alpha_num[2, 0]) < 1e-9
assert abs(E_plus - beta_num[2, 0]) < 1e-9

# Long-wave limit
velocity = 2 * S * a * np.sqrt(J1 * (J1 - Ja - Jb))
small, angle = 1e-2, 0.3
sx, sy = small * np.cos(angle), small * np.sin(angle)
w1, w2 = branches(sx, sy)
assert abs((w1 + w2) / 2 / (small / a) / velocity - 1) < 1e-4
assert abs((w1 - w2) / (S * (Ja - Jb) * (sy**2 - sx**2)) - 1) < 1e-4

# Electrons on the same bonds
hopping = -bond_matrix(t1, ta, tb)
stagger = np.diag(np.r_[np.ones(CELLS), -np.ones(CELLS)])
up = bloch_levels(hopping - Delta * stagger)
down = bloch_levels(hopping + Delta * stagger)
electron_split = up[..., 0] - down[..., 0]
assert np.allclose(electron_split, electron_splitting(KX, KY, Delta),
                   rtol=0, atol=1e-10)
assert np.allclose(up[..., 1] - down[..., 1], -electron_split,
                   rtol=0, atol=1e-10)


# Shared symmetry: sign change under fourfold rotation, same nodes and signs
def rotated(values):
    return values[(-n[None, :]) % L, n[:, None]]


for split in (magnon_split, electron_split):
    assert np.allclose(rotated(split), -split, rtol=0, atol=1e-10)
node = np.abs(f) < 1e-12
assert np.abs(magnon_split[node]).max() < 1e-10
assert np.abs(electron_split[node]).max() < 1e-10
ratio = electron_split[~node] / magnon_split[~node]
assert ratio.min() > 0
assert ratio.max() / ratio.min() > 1.05   # not strictly proportional


def overlap(field):
    s, shape = electron_splitting(QX, QY, field), form_factor(QX, QY)
    return abs(np.sum(s * shape)) / np.sqrt(np.sum(s**2) * np.sum(shape**2))


strong = 10 * Delta
assert overlap(Delta) < overlap(strong) < 1
assert 1 - overlap(strong) < 1e-3
d_P = -(ta - tb) * f[2, 0]
strong_P = electron_splitting(KX[2, 0], KY[2, 0], strong)
assert abs(strong_P / (2 * d_P) - 1) < 0.01

print(f"cell side a = {a:.1f} angstrom; spin S = {S:.0f}")
print(f"J1 = {J1:.3f} eV, Ja = {Ja:.3f} eV, Jb = {Jb:.3f} eV")
print(f"t1 = {t1:.2f} eV, ta = {ta:.2f} eV, tb = {tb:.2f} eV")
print(f"staggered field Delta = {Delta:.1f} eV")
print(f"spins on the torus = {2 * CELLS}")
print("signed-frequency results, k in units of pi/a, energies in eV:")
for name, i, j in (("X", 3, 0), ("Y", 0, 3), ("P", 2, 0),
                   ("P rotated", 0, 2), ("diagonal", 2, 2)):
    print(f"{name}: k = ({2 * i / L:.4f}, {2 * j / L:.4f}), f = {f[i, j] + 0.0:.4f}")
    print(f"  w_alpha = {alpha_num[i, j]:.6f}, w_beta = {beta_num[i, j]:.6f}")
    print(f"  magnon splitting = {round(magnon_split[i, j], 9) + 0.0:.6f}")
    print(f"  electron splitting = {round(electron_split[i, j], 9) + 0.0:.6f}")
print(f"at P: A = {P_A:.6f} eV, B = {P_B:.6f} eV, C = {P_C:.6f} eV")
print(f"at P, boson sector with S^z = -1: {E_minus:.6f} eV")
print(f"at P, boson sector with S^z = +1: {E_plus:.6f} eV")
g_P = 4 * t1 * np.cos(KX[2, 0] / 2) * np.cos(KY[2, 0] / 2)
print(f"at P: d = {d_P:.4f} eV, g = {g_P:.4f} eV")
print(f"at P: R_up = {np.hypot(g_P, d_P - Delta):.6f} eV")
print(f"at P: R_down = {np.hypot(g_P, d_P + Delta):.6f} eV")
print(f"at P: strong-field value 2d = {2 * d_P:.4f} eV")
print(f"at P: electron splitting for Delta = {strong:.0f} eV: {strong_P:.6f} eV")
print(f"largest magnon splitting = {largest:.6f} eV")
print(f"largest magnon splitting = {largest * e / h / 1e12:.4f} THz")
print(f"magnon velocity = {velocity:.6f} eV angstrom")
print(f"largest splitting with Ja = Jb below 1e-10 eV: {equal_split < 1e-10}")
print(f"electron/magnon splitting ratio: {ratio.min():.4f} to {ratio.max():.4f}")
print(f"overlap with f, Delta = {Delta:.0f} eV: {overlap(Delta):.6f}")
print(f"1 - overlap with f, Delta = {strong:.0f} eV: {1 - overlap(strong):.2e}")
print("OK")
```

Printed output:

```
cell side a = 4.0 angstrom; spin S = 1
J1 = 0.020 eV, Ja = -0.006 eV, Jb = -0.002 eV
t1 = 0.30 eV, ta = 0.12 eV, tb = 0.04 eV
staggered field Delta = 1.0 eV
spins on the torus = 72
signed-frequency results, k in units of pi/a, energies in eV:
X: k = (1.0000, 0.0000), f = -2.0000
  w_alpha = 0.104000, w_beta = 0.088000
  magnon splitting = 0.016000
  electron splitting = 0.320000
Y: k = (0.0000, 1.0000), f = 2.0000
  w_alpha = 0.088000, w_beta = 0.104000
  magnon splitting = -0.016000
  electron splitting = -0.320000
P: k = (0.6667, 0.0000), f = -1.5000
  w_alpha = 0.088849, w_beta = 0.076849
  magnon splitting = 0.012000
  electron splitting = 0.205508
P rotated: k = (0.0000, 0.6667), f = 1.5000
  w_alpha = 0.076849, w_beta = 0.088849
  magnon splitting = -0.012000
  electron splitting = -0.205508
diagonal: k = (0.6667, 0.6667), f = 0.0000
  w_alpha = 0.102059, w_beta = 0.102059
  magnon splitting = 0.000000
  electron splitting = 0.000000
at P: A = 0.098000 eV, B = 0.086000 eV, C = 0.040000 eV
at P, boson sector with S^z = -1: 0.088849 eV
at P, boson sector with S^z = +1: 0.076849 eV
at P: d = 0.1200 eV, g = 0.6000 eV
at P: R_up = 1.065082 eV
at P: R_down = 1.270590 eV
at P: strong-field value 2d = 0.2400 eV
at P: electron splitting for Delta = 10 eV: 0.239569 eV
largest magnon splitting = 0.016000 eV
largest magnon splitting = 3.8688 THz
magnon velocity = 0.189315 eV angstrom
largest splitting with Ja = Jb below 1e-10 eV: True
electron/magnon splitting ratio: 13.8647 to 20.0000
overlap with f, Delta = 1 eV: 0.996910
1 - overlap with f, Delta = 10 eV: 6.02e-07
OK
```
